# Maximum Height Error in Slope-Driven Profile Evolution Never Grows: verification in Python

```python
"""
Result under test: if u and v are periodic viscosity solutions of
    h_t + H(h_x) = 0,
then max|u-v| never increases in time (also max(u-v), with its sign).
h: surface height; H(p): vertical etch rate at slope p.
For isotropic etching H(p) = R sqrt(1+p^2), R: normal etch rate.
Then the etched distance D = R t serves as the time variable.
Lengths in the worked example are in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc


def weno_slope(a, b, c, d, e):
    """One-sided fifth-order slope from five neighbouring differences."""
    s1 = 13/12*(a - 2*b + c)**2 + (a - 4*b + 3*c)**2/4
    s2 = 13/12*(b - 2*c + d)**2 + (b - d)**2/4
    s3 = 13/12*(c - 2*d + e)**2 + (3*c - 4*d + e)**2/4
    w1, w2, w3 = (0.1/(s1 + 1e-6)**2, 0.6/(s2 + 1e-6)**2,
                  0.3/(s3 + 1e-6)**2)
    q1 = a/3 - 7*b/6 + 11*c/6
    q2 = -b/6 + 5*c/6 + d/3
    q3 = c/3 + 5*d/6 - e/6
    return (w1*q1 + w2*q2 + w3*q3)/(w1 + w2 + w3)


def evolve(h, dx, hamiltonian, alpha, duration, dt, high=True, cap=0.0):
    """Lax-Friedrichs flux, three-stage time steps, rows evolve separately.
    high=False gives a first-order monotone scheme.
    cap: capillary length multiplying the curvature correction."""
    steps = int(np.ceil(duration/dt - 1e-9))
    step = duration/steps

    def rate(g):
        d = (np.roll(g, -1, axis=-1) - g)/dx
        dm1 = np.roll(d, 1, axis=-1)
        if high:
            dm3, dm2 = np.roll(d, 3, axis=-1), np.roll(d, 2, axis=-1)
            dp1, dp2 = np.roll(d, -1, axis=-1), np.roll(d, -2, axis=-1)
            left = weno_slope(dm3, dm2, dm1, d, dp1)
            right = weno_slope(dp2, dp1, d, dm1, dm2)
        else:
            left, right = dm1, d
        p = (left + right)/2
        out = -hamiltonian(p) + alpha*(right - left)/2
        if cap:
            out = out + cap*(d - dm1)/dx/(1 + p*p)
        return out

    for _ in range(steps):
        g1 = h + step*rate(h)
        g2 = 0.75*h + 0.25*(g1 + step*rate(g1))
        h = h/3 + 2/3*(g2 + step*rate(g2))
    return h


# ---- Nonconvex H, several profiles, well past kink formation -------------
def nonconvex(p):
    return -np.cos(p + 1)


n_test, end_time, n_times = 800, 1.0, 10
dx_test = 2/n_test
x_test = np.arange(n_test)*dx_test
rng = np.random.default_rng(1)
rows = [-np.cos(np.pi*x_test)]
for _ in range(4):
    bump = sum(rng.normal()*np.cos(m*np.pi*x_test + rng.uniform(0, 2*np.pi))
               for m in (1, 2, 3))
    rows.append(rows[0] + 0.3*bump/np.max(np.abs(bump)))
family = np.array(rows)


def signed_maxima(g):
    return np.max(g[:, None, :] - g[None, :, :], axis=-1)


def steepest(g, dx):
    return np.max(np.abs(np.roll(g, -1, axis=-1) - g), axis=-1)/dx


start_max = signed_maxima(family)
lowest = start_max.copy()
start_slope = steepest(family, dx_test)
# A kink is located only to about one cell: height error = slope * cell.
kink_tol = np.max(start_slope)*dx_test
worst_rise = -np.inf
for _ in range(n_times):
    family = evolve(family, dx_test, nonconvex, 1.0,
                    end_time/n_times, 0.4*dx_test)
    now = signed_maxima(family)
    worst_rise = max(worst_rise, np.max(now - lowest))
    lowest = np.minimum(lowest, now)
    # Three per cent allows for small slope overshoot at numerical kinks.
    assert np.all(steepest(family, dx_test) <= 1.03*start_slope)
assert worst_rise < kink_tol
off = ~np.eye(len(family), dtype=bool)
smallest_ratio = np.min(np.max(np.abs(family[:, None] - family[None, :]),
                               axis=-1)[off]
                        / np.maximum(start_max, start_max.T)[off])
assert smallest_ratio < 0.9

# The monotone scheme must approach the high-order result on refinement.
monotone_error = []
for n in (200, 1600):
    xx = np.arange(n)*2/n
    mono = evolve(-np.cos(np.pi*xx), 2/n, nonconvex, 1.0,
                  end_time, 0.8/n, high=False)
    monotone_error.append(np.max(np.abs(mono[::n//200]
                                        - family[0, ::n_test//200])))
assert monotone_error[1] < 0.5*monotone_error[0]

# ---- Germanium in atomic fluorine: rough inputs and round choices --------
temperature = 300.0
pressure_mtorr, total_mtorr = 5.0, 100.0
reaction_probability = 0.01
fluorine_per_ge = 4
density_ge, molar_mass_ge = 5320.0, 0.0726
mass_f = 19.0*sc.atomic_mass
n_ge = density_ge*sc.N_A/molar_mass_ge
thermal = sc.k*temperature
flux = pressure_mtorr*1e-3*sc.torr/np.sqrt(2*np.pi*mass_f*thermal)
etch_rate = reaction_probability*flux/(fluorine_per_ge*n_ge)*1e9  # nm/s

period, amplitude = 2000.0, 120.0
offset, bow, peak_x = 2.5, 2.5, 250.0
final_depth = 1600.0
k = 2*np.pi/period


def true_profile(x):
    return amplitude*np.cos(k*x)


def measured_profile(x):
    return true_profile(x) + offset + bow*np.cos(k*(x - peak_x))


def isotropic(p):
    return np.sqrt(1 + p*p)


def etched(profile, depth, x):
    """Minimum formula; slopes here are too small for |z| > depth/2."""
    if depth == 0:
        return profile(x)
    z = np.arange(-0.5*depth, 0.5*depth + 0.25, 0.5)
    return np.min(profile(x[:, None] - z) - np.sqrt(depth**2 - z**2), axis=1)


x_fine = np.arange(0, period, 2.0)


def difference(depth):
    return (etched(measured_profile, depth, x_fine)
            - etched(true_profile, depth, x_fine))


depths = np.array([0, 400, 800, 1200, final_depth])
differences = [difference(d) for d in depths]
errors = np.array([np.max(np.abs(d)) for d in differences])
slope_diff = [np.max(np.abs(np.roll(d, -1) - d))/2.0
              for d in (differences[0], differences[-1])]
initial_error = errors[0]
assert slope_diff[1] > 10*slope_diff[0]

# Kink onset from the crest radius of each cosine; the measured profile is
# a cosine too, with amplitude and crest position found by vector addition.
vec_c = amplitude + bow*np.cos(k*peak_x)
vec_s = bow*np.sin(k*peak_x)
amp_measured = np.hypot(vec_c, vec_s)
crest_measured = np.arctan2(vec_s, vec_c)/k
kink_true = 1/(amplitude*k*k)
kink_measured = 1/(amp_measured*k*k)

# Characteristics: independent smooth solution before either kink forms.
smooth_depth = 700.0
assert smooth_depth < min(kink_true, kink_measured)
foot = np.arange(-period, 2*period, 0.1)


def by_characteristics(profile):
    p = (profile(foot + 0.01) - profile(foot - 0.01))/0.02
    position = foot + smooth_depth*p/np.sqrt(1 + p*p)
    assert np.all(np.diff(position) > 0)
    return np.interp(x_fine, position,
                     profile(foot) - smooth_depth/np.sqrt(1 + p*p))


smooth_true = by_characteristics(true_profile)
smooth_error = np.max(np.abs(by_characteristics(measured_profile)
                             - smooth_true))
assert abs(smooth_error - initial_error) < 1e-3
assert np.max(np.abs(smooth_true - etched(true_profile, smooth_depth,
                                         x_fine))) < 1e-3

# The extremal error point is lost when it reaches the measured crest kink.
peak_slope = -amplitude*k*np.sin(k*peak_x)
absorption = ((peak_x - crest_measured)*np.sqrt(1 + peak_slope**2)
              / abs(peak_slope))
before = np.max(np.abs(difference(0.98*absorption)))
after = np.max(np.abs(difference(1.2*absorption)))
assert abs(before - initial_error) < 2e-3
assert after < 0.98*initial_error

# Numerical PDE solution against the minimum formula, after kink formation.
dx = 5.0
x_grid = np.arange(0, period, dx)
initial = np.array([true_profile(x_grid), measured_profile(x_grid)])
exact = np.array([etched(f, final_depth, x_grid)
                  for f in (true_profile, measured_profile)])
numeric = evolve(initial, dx, isotropic, 0.4, final_depth, 2.0)
max_slope = amplitude*k
away = (x_grid > 60) & (x_grid < period - 60)
pde_gap = np.max(np.abs(numeric - exact))
pde_gap_away = np.max(np.abs((numeric - exact)[:, away]))
assert pde_gap < amp_measured*k*dx       # one cell at the crest kink
assert pde_gap_away < 0.05
assert np.max(np.abs(numeric[1] - numeric[0])) < initial_error
assert np.max(np.abs(numeric.min(axis=1)
                     - initial.min(axis=1) + final_depth)) < 0.05
floor = abs((offset - amp_measured) + amplitude)
assert np.all(errors >= floor - 1e-3)

# Almost-everywhere solution that is not a viscosity solution.
groove_slope = 0.3


def groove(x, depth):
    return np.minimum(-depth, groove_slope*np.abs(x)
                      - depth*np.sqrt(1 + groove_slope**2))


xg = np.array([-900.0, -50.0, 50.0, 900.0])
gt = (groove(xg, final_depth + 0.1) - groove(xg, final_depth - 0.1))/0.2
gx = (groove(xg + 0.1, final_depth) - groove(xg - 0.1, final_depth))/0.2
assert np.max(np.abs(gt + isotropic(gx))) < 1e-8
assert np.max(np.abs(groove(x_fine, 0.0))) == 0
groove_depth = -final_depth - groove(0.0, final_depth)
bottom_rate = (groove(0.0, final_depth + 0.1)
               - groove(0.0, final_depth - 0.1))/0.2
assert bottom_rate + isotropic(0.0) < 0  # violates touching from below
assert groove_depth > 1

# ---- Sizes of neglected effects -----------------------------------------
# Fraction of diffuse directions blocked by the starting profile.
blocked = []
for x0 in x_fine:
    p = -amplitude*k*np.sin(k*x0)
    distance = np.arange(2.0, period + 1, 2.0)
    right = max(np.max((true_profile(x0 + distance)
                        - true_profile(x0))/distance), p)
    left = max(np.max((true_profile(x0 - distance)
                       - true_profile(x0))/distance), -p)
    normal = np.pi/2 + np.arctan(p)
    sky = (np.sin(np.pi - np.arctan(left) - normal)
           - np.sin(np.arctan(right) - normal))/2
    blocked.append(1 - sky)
blocked = np.array(blocked)
arc = isotropic(-amplitude*k*np.sin(k*x_fine))
# All diffuse flux through the flat opening must land on the profile.
assert abs(np.average(1 - blocked, weights=arc) - 1/np.mean(arc)) < 2e-4
block = np.max(blocked)
depletion = (reaction_probability*block
             / (1 - block + reaction_probability*block))
molecule_diameter = 0.4e-9
free_path = thermal/(np.sqrt(2)*np.pi*molecule_diameter**2
                     * total_mtorr*1e-3*sc.torr)

# Upper estimate: rate follows the full surface chemical-potential change.
surface_energy = 1.0
cap_length = surface_energy/(n_ge*thermal)*1e9
curved = evolve(initial, dx, isotropic, 0.4, final_depth, 2.0,
                cap=cap_length)
curved_shift = np.max(np.abs(curved[0] - exact[0]))
curved_error = np.max(np.abs(curved[1] - curved[0]))
assert curved_error <= initial_error + 0.01

# Assumed crystal anisotropy, which still depends only on slope.
anisotropy = 0.05


def crystal_rate(p):
    return isotropic(p)*(1 - anisotropy*(2*p/(1 + p*p))**2)


crystal = evolve(initial, dx, crystal_rate, 0.4, final_depth, 2.0)
crystal_shift = np.max(np.abs(crystal[0] - exact[0]))
crystal_error = np.max(np.abs(crystal[1] - crystal[0]))
slopes = np.linspace(-max_slope, max_slope, 2001)
crystal_bound = final_depth*np.max(np.abs(crystal_rate(slopes)
                                         - isotropic(slopes)))
assert crystal_shift <= crystal_bound
assert crystal_error <= initial_error + 0.01

# A 1 K offset at fixed arriving flux changes only one prediction's rate.
activation_ev, temperature_offset = 0.1, 1.0
relative_rate = (activation_ev*sc.e/(sc.k*temperature**2)
                 * temperature_offset)
slow = etched(measured_profile, final_depth*(1 - relative_rate), x_fine)
rate_error = np.max(np.abs(slow - etched(true_profile, final_depth, x_fine)))
rate_bound = (initial_error
              + final_depth*relative_rate*isotropic(max_slope))
assert rate_error <= rate_bound

print(f"Nonconvex test: largest rise of signed maximum = {worst_rise:.2e}")
print(f"Nonconvex test: one-cell kink tolerance = {kink_tol:.2e}")
print(f"Nonconvex test: smallest final/initial max = {smallest_ratio:.3f}")
print("Monotone-scheme gaps, 200 and 1600 cells = "
      f"{monotone_error[0]:.4f}, {monotone_error[1]:.4f}")
print(f"Temperature = {temperature:.0f} K")
print(f"F pressure, total pressure = {pressure_mtorr:.0f}, "
      f"{total_mtorr:.0f} mTorr")
print(f"Reaction probability per F = {reaction_probability:.2f}")
print(f"Ge density = {density_ge/1000:.2f} g/cm3")
print(f"Ge molar mass = {molar_mass_ge*1000:.1f} g/mol")
print(f"Ge atom density = {n_ge/1e6:.3e} cm^-3")
print(f"F arrival flux = {flux/1e4:.3e} cm^-2 s^-1")
print(f"Normal etch rate = {etch_rate:.3f} nm/s")
print(f"Etch time for final depth = {final_depth/etch_rate/60:.1f} min")
print(f"Period, amplitude = {period:.0f}, {amplitude:.0f} nm")
print(f"Error offset, bow, peak position = {offset:.1f}, {bow:.1f}, "
      f"{peak_x:.0f} nm")
print(f"Steepest true slope = {max_slope:.4f}")
for d, e in zip(depths, errors):
    print(f"Etched distance {d:.0f} nm: largest error = {e:.3f} nm")
print(f"Kink onset, true and measured = {kink_true:.1f}, "
      f"{kink_measured:.1f} nm")
print(f"Measured crest position = {crest_measured:.2f} nm")
print(f"Characteristics at {smooth_depth:.0f} nm: error = "
      f"{smooth_error:.4f} nm")
print(f"Extremal point absorbed at etched distance = {absorption:.1f} nm")
print(f"Error at 0.98 and 1.20 of that distance = {before:.3f}, "
      f"{after:.3f} nm")
print(f"Lower bound from profile minima = {floor:.3f} nm")
print(f"Largest slope difference, start and end = {slope_diff[0]:.5f}, "
      f"{slope_diff[1]:.3f}")
print(f"PDE-formula gap, all and away from crest = {pde_gap:.3f}, "
      f"{pde_gap_away:.5f} nm")
print(f"False groove: side slope = {groove_slope:.1f}, "
      f"depth = {groove_depth:.2f} nm")
print(f"Largest blocked diffuse fraction = {100*block:.2f} %")
print(f"F depletion bound times final depth = "
      f"{depletion*final_depth:.3f} nm")
print(f"Gas molecule diameter = {molecule_diameter*1e9:.1f} nm")
print(f"Gas mean free path / period = {free_path/(period*1e-9):.0f}")
print(f"Surface energy = {surface_energy:.1f} J/m2")
print(f"Capillary length = {cap_length:.2f} nm")
print(f"Curvature estimate: profile shift = {curved_shift:.2f} nm")
print(f"Curvature estimate: largest error = {curved_error:.3f} nm")
print(f"Assumed crystal anisotropy = {100*anisotropy:.0f} %")
print(f"Anisotropy: profile shift, bound = {crystal_shift:.2f}, "
      f"{crystal_bound:.2f} nm")
print(f"Anisotropy: largest measurement error = {crystal_error:.3f} nm")
print(f"Activation energy = {activation_ev:.2f} eV")
print(f"Rate change for {temperature_offset:.0f} K = "
      f"{100*relative_rate:.3f} %")
print(f"Measurement plus rate error, bound = {rate_error:.2f}, "
      f"{rate_bound:.2f} nm")
print("success")
```

Output:

```
Nonconvex test: largest rise of signed maximum = 1.30e-05
Nonconvex test: one-cell kink tolerance = 1.25e-02
Nonconvex test: smallest final/initial max = 0.224
Monotone-scheme gaps, 200 and 1600 cells = 0.0280, 0.0034
Temperature = 300 K
F pressure, total pressure = 5, 100 mTorr
Reaction probability per F = 0.01
Ge density = 5.32 g/cm3
Ge molar mass = 72.6 g/mol
Ge atom density = 4.413e+22 cm^-3
F arrival flux = 2.326e+18 cm^-2 s^-1
Normal etch rate = 1.318 nm/s
Etch time for final depth = 20.2 min
Period, amplitude = 2000, 120 nm
Error offset, bow, peak position = 2.5, 2.5, 250 nm
Steepest true slope = 0.3770
Etched distance 0 nm: largest error = 5.000 nm
Etched distance 400 nm: largest error = 5.000 nm
Etched distance 800 nm: largest error = 5.000 nm
Etched distance 1200 nm: largest error = 4.654 nm
Etched distance 1600 nm: largest error = 3.875 nm
Kink onset, true and measured = 844.3, 832.0 nm
Measured crest position = 4.62 nm
Characteristics at 700 nm: error = 5.0000 nm
Extremal point absorbed at etched distance = 952.6 nm
Error at 0.98 and 1.20 of that distance = 5.000, 4.763 nm
Lower bound from profile minima = 0.719 nm
Largest slope difference, start and end = 0.00785, 0.746
PDE-formula gap, all and away from crest = 0.540, 0.00006 nm
False groove: side slope = 0.3, depth = 70.45 nm
Largest blocked diffuse fraction = 5.21 %
F depletion bound times final depth = 0.879 nm
Gas molecule diameter = 0.4 nm
Gas mean free path / period = 219
Surface energy = 1.0 J/m2
Capillary length = 5.47 nm
Curvature estimate: profile shift = 6.83 nm
Curvature estimate: largest error = 3.610 nm
Assumed crystal anisotropy = 5 %
Anisotropy: profile shift, bound = 36.62, 37.26 nm
Anisotropy: largest measurement error = 4.742 nm
Activation energy = 0.10 eV
Rate change for 1 K = 1.289 %
Measurement plus rate error, bound = 25.91, 27.05 nm
success
```
